# The double-reference energy correction for a charged slab in a uniform background: a numerical check

```python
"""
Result under test: for a slab of charge Q with a uniform countercharge,
    A(Q) = E(Q) + integral_0^Q <phi_s>(q) dq,      dA/dQ = -mu_s/e,
E: energy of the whole neutral cell; phi_s: electrostatic potential (positive
test charge) on the solvent reference scale; <>: average over the whole cell;
mu_s: Fermi energy on the same scale. G = A + Q mu_s/e is the grand energy.
Model: planar Kohn-Sham jellium slab, Slater exchange + Wigner correlation,
linear dielectric solvent. Internally Hartree atomic units, per unit area.
Printed energies and charges are for a lateral cell area of 1 nm^2.
"""
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import erf

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
NM = 1.0 / BOHR_NM                       # one nm in bohr
AREA = NM**2                             # lateral cell area in bohr^2
MICRO_C = sc.e * 1e6 / 1e-14             # one e/nm^2 in uC/cm^2

RS = 3.0                                # jellium density parameter, bohr
LENGTH, METAL = 3.2, 1.0                # cell length, metal thickness, nm
SOLVENT_EDGE, EPS_SOLVENT = 0.65, 10.0  # |z| where solvent starts, nm
SURFACE_DROP = 0.20                     # frozen dipole layer of free film, V
TEMPERATURE, SALT = 300.0, 1.0          # K, mol/L
POINTS = 192


def coulomb_matrix(eps_half, h):
    """Matrix giving the zero-average periodic potential of neutral charge."""
    n = len(eps_half)
    a = np.diag(eps_half + np.roll(eps_half, 1))
    i = np.arange(n)
    a[i, (i + 1) % n] -= eps_half
    a[(i + 1) % n, i] -= eps_half
    return 4 * np.pi * np.linalg.inv(a / h**2 + np.ones((n, n)) / n)


def make_cell(length, points, film_end=None):
    h = length * NM / points
    z = (np.arange(points) / points - 0.5) * length          # nm
    zh = np.abs(z + 0.5 * length / points)
    solvent = 0.5 * (1 + erf((zh - SOLVENT_EDGE) / 0.04))
    fixed = np.zeros(points)
    if film_end is not None:
        solvent *= 0.5 * (1 - erf((zh - film_end) / 0.04))
        inner, outer, width = film_end + 0.2, film_end + 0.4, 0.04
        sheet = SURFACE_DROP / HARTREE / (4 * np.pi * 0.2 * NM)
        for place, sign in ((inner, 1), (outer, -1)):
            g = np.exp(-0.5 * ((np.abs(z) - place) / width)**2)
            fixed += sign * sheet * g / (width * NM * np.sqrt(2 * np.pi))
    n0 = 3 / (4 * np.pi * RS**3)
    profile = lambda s: 0.5 * n0 * (1 - erf((np.abs(z) - METAL / 2) / s))
    k = 2 * np.pi * np.fft.fftfreq(points, h)
    t = np.fft.ifft(0.5 * k[:, None]**2 * np.fft.fft(np.eye(points), axis=0),
                    axis=0).real
    return dict(h=h, z=z, kinetic=0.5 * (t + t.T), jellium=profile(0.03),
                start=profile(0.10), fixed=fixed,
                coulomb=coulomb_matrix(1 + (EPS_SOLVENT - 1) * solvent, h))


def xc(n):
    """Energy per electron and potential: Slater exchange, Wigner correlation."""
    n = np.maximum(n, 1e-30)
    x = (3 * n / np.pi)**(1 / 3)
    r = (3 / (4 * np.pi * n))**(1 / 3)
    ec = -0.44 / (r + 7.8)
    return -0.75 * x + ec, -x + ec - r * 0.44 / (3 * (r + 7.8)**2)


def solve(cell, charge_e, weight, v=None):
    """Self-consistent slab; countercharge has the normalized shape weight."""
    h, c = cell["h"], cell["coulomb"]
    q = charge_e / AREA
    electrons = cell["jellium"].sum() * h - q
    ions = cell["jellium"] + cell["fixed"] - q * weight
    if v is None:
        n = cell["start"] * electrons / (cell["start"].sum() * h)
        v = xc(n)[1] - c @ (ions - n)
    for step in range(80):
        e, psi = eigh(cell["kinetic"] + np.diag(v))
        psi /= np.sqrt(h)
        for m in range(1, 60):           # filled two-dimensional subbands
            mu = (np.pi * electrons + e[:m].sum()) / m
            if mu <= e[m]:
                break
        f = (mu - e[:m]) / np.pi
        n = psi[:, :m]**2 @ f
        rho = ions - n
        phi = c @ rho
        exc, vxc = xc(n)
        residual = vxc - phi - v
        if np.abs(residual).max() < 1e-8:
            break
        # Newton step with the density response at fixed electron number
        s = (psi[:, :m]**2).sum(axis=1)
        chi = np.outer(s, s) / (np.pi * m)
        for i in range(m):
            factor = np.full(len(e), -1 / np.pi)
            factor[m:] = 2 * f[i] / (e[i] - e[m:])
            pair = psi[:, i:i + 1] * psi
            chi += (pair * factor) @ pair.T
        ns = np.maximum(n, 1e-12)
        fxc = (xc(1.0001 * ns)[1] - xc(0.9999 * ns)[1]) / (2e-4 * ns)
        fxc[n < 1e-12] = 0
        kernel = c + np.diag(fxc)
        dv = np.linalg.solve(np.eye(len(v)) - h * kernel @ chi, residual)
        scale = min(1.0, 0.1 / np.abs(dv).max())
        v = v + dv * scale * (0.5 if step > 25 else 1.0)
    else:
        raise AssertionError("self-consistency not reached")
    energy = (f @ e[:m] + 0.5 * np.pi * f @ f - h * n @ v + h * n @ exc
              + 0.5 * h * rho @ phi)
    return dict(E=energy * HARTREE * AREA, fermi=mu * HARTREE,
                phi=phi * HARTREE, avg=h * weight @ phi * HARTREE,
                v=v, n=n, bands=m)


# ---- classical test: conducting slab, numerical Poisson against closed form
h = LENGTH * NM / POINTS
z = (np.arange(POINTS) / POINTS - 0.5) * LENGTH
zh = np.abs(z + 0.5 * LENGTH / POINTS)
c = coulomb_matrix(np.where(zh < METAL / 2, 1e5, EPS_SOLVENT), h)
inside = np.where(np.abs(z) < METAL / 2 - 1e-6, 1.0, 0.0)
inside[np.abs(np.abs(z) - METAL / 2) < 1e-6] = 0.5
q = 0.8 / AREA
L, d = LENGTH * NM, METAL * NM
w = (L - d) / 2
rho = q * inside / (inside.sum() * h) - q / L
phi = c @ rho
metal_numeric = phi[POINTS // 2] - phi[0]
mean_numeric = phi.mean() - phi[0]
energy_numeric = 0.5 * h * rho @ phi
pref = 4 * np.pi / EPS_SOLVENT
metal_formula = pref * q * w**2 / (2 * L)
mean_formula = pref * q * (w**2 * d / 2 + w**3 / 3) / L**2
energy_formula = pref * q**2 * w**3 / (3 * L**2)
work_formula = pref * q**2 * w**2 / (4 * L)
assert abs(metal_numeric / metal_formula - 1) < 2e-3
assert abs(mean_numeric / mean_formula - 1) < 2e-3
assert abs(energy_numeric / energy_formula - 1) < 2e-3
assert abs((energy_numeric + 0.5 * q * mean_numeric) / work_formula - 1) < 2e-3

# ---- first reference: neutral slab, solvent film and vacuum
cell = make_cell(LENGTH, POINTS)
uniform = np.full(POINTS, 1 / (POINTS * cell["h"]))
neutral = solve(cell, 0.0, uniform)
film = make_cell(6.0, 360, film_end=2.0)
film_run = solve(film, 0.0, np.full(360, 1 / (360 * film["h"])))
mid = np.argmin(np.abs(film["z"] + LENGTH / 2))
phi_w = film_run["phi"][mid] - film_run["phi"][0]
fermi_solvent = neutral["fermi"] + neutral["phi"][0]
fermi_film = film_run["fermi"] + film_run["phi"][mid]
assert abs(phi_w - SURFACE_DROP) < 2e-3
assert abs(fermi_solvent - fermi_film) < 2e-3

# ---- charging with three shapes of the countercharge
kT = sc.k * TEMPERATURE
debye = np.sqrt(EPS_SOLVENT * sc.epsilon_0 * kT
                / (2 * SALT * 1e3 * sc.N_A * sc.e**2)) * 1e9
plane = np.zeros(POINTS)
plane[0] = 1 / cell["h"]
ion_start = SOLVENT_EDGE + 0.15
layer = np.where(np.abs(z) > ion_start,
                 np.exp(-(np.abs(z) - ion_start) / debye), 0)
layer /= layer.sum() * cell["h"]
charges = np.linspace(-0.8, 0.8, 9)
charges[4] = 0.0


def integral(y):
    p = CubicSpline(charges, y).antiderivative()
    return p(charges) - p(0.0)


results = {}
for name, shape in (("uniform", uniform), ("plane", plane), ("ions", layer)):
    runs = [solve(cell, x, shape, neutral["v"]) for x in charges]
    E = np.array([r["E"] for r in runs]) - neutral["E"]
    ref = np.array([r["phi"][0] for r in runs])
    mean = np.array([r["avg"] for r in runs]) - ref + phi_w
    mu = np.array([r["fermi"] for r in runs]) + ref - phi_w
    A = E + integral(mean)
    error = np.abs(A + integral(mu)).max()
    assert error < 1e-3, (name, error)
    cap = -0.5 * MICRO_C / CubicSpline(charges, mu)(0.0, 1)
    results[name] = dict(E=E, mean=mean, mu=mu, A=A, error=error, cap=cap,
                         runs=runs)

u = results["uniform"]
corr = u["A"] - u["E"]
G = u["A"] + charges * u["mu"]
G_raw = u["E"] + charges * u["mu"]
slope = CubicSpline(charges, G)(charges, 1) / CubicSpline(charges, u["mu"])(
    charges, 1)
assert np.abs(slope[2:7] - charges[2:7]).max() < 0.02
assert np.argmax(G) == 4                 # grand energy peaks at zero charge
assert np.argmax(G_raw) != 4             # and fails to without the correction
assert u["cap"] > results["plane"]["cap"]

# ---- grid test
fine = make_cell(LENGTH, 2 * POINTS)
fw = np.full(2 * POINTS, 1 / (2 * POINTS * fine["h"]))
f0 = solve(fine, 0.0, fw)
f1 = solve(fine, charges[-1], fw, f0["v"])
shift_E = f1["E"] - f0["E"] - u["E"][-1]
shift_mean = f1["avg"] - f1["phi"][0] + phi_w - u["mean"][-1]
shift_mu = f1["fermi"] + f1["phi"][0] - phi_w - u["mu"][-1]
assert max(abs(shift_E), abs(shift_mean), abs(shift_mu)) < 0.02

# ---- sizes of neglected effects
last = u["runs"][-1]
field = np.abs(np.gradient(last["phi"], LENGTH / POINTS))     # V/nm
field_solvent = field[np.abs(z) > SOLVENT_EDGE + 0.10].max()
dipole = 1.9 * 1e-21 / sc.c              # rough water dipole, 1.9 debye, in C m
saturation = dipole * field_solvent * 1e9 / kT
leak = (neutral["n"][np.abs(z) > SOLVENT_EDGE].sum() * cell["h"] * AREA)
kT_h = kT / sc.e / HARTREE
thermal = np.pi**2 / 6 * kT_h**2 * neutral["bands"] / np.pi * AREA * HARTREE

print(f"Jellium r_s = {RS:.1f} bohr; lateral area = 1 nm^2")
print(f"Cell length = {LENGTH:.2f} nm; metal thickness = {METAL:.2f} nm")
print(f"Solvent starts at |z| = {SOLVENT_EDGE:.2f} nm; "
      f"relative permittivity = {EPS_SOLVENT:.0f}")
print(f"Electrons in neutral cell = {neutral['n'].sum()*cell['h']*AREA:.3f}; "
      f"filled subbands = {neutral['bands']}")
print(f"Solvent level above vacuum phi_w = {phi_w:.4f} V")
print(f"Neutral Fermi energy from solvent level: periodic cell "
      f"{fermi_solvent:.4f} eV, film cell {fermi_film:.4f} eV")
print("Uniform background; energies relative to Q = 0:")
for i in (0, 2, 4, 6, 8):
    print(f" Q={charges[i]:+.1f} e: E={u['E'][i]:+.4f} eV, "
          f"<phi_s>={u['mean'][i]:+.4f} V, correction={corr[i]:+.4f} eV")
    print(f"   A={u['A'][i]:+.4f} eV, mu_s={u['mu'][i]:+.4f} eV, "
          f"G={G[i]:+.4f} eV, G without correction={G_raw[i]:+.4f} eV")
print(f"Endpoint product Q<phi_s>(Q) at Q=+0.8 e = "
      f"{charges[-1]*u['mean'][-1]:.4f} eV")
print(f"Q=0.8 e per cell = {0.8*MICRO_C:.3f} uC/cm^2 over both faces")
for name in results:
    r = results[name]
    print(f"Countercharge {name}: A(+0.8 e)={r['A'][-1]:.4f} eV, "
          f"capacitance per face={r['cap']:.3f} uF/cm^2")
    print(f"   largest |A + integral of mu_s dQ| = {r['error']:.2e} eV")
print(f"Ideal metal, Q=0.8 e: metal potential numeric/formula = "
      f"{metal_numeric*HARTREE:.5f}/{metal_formula*HARTREE:.5f} V")
print(f"Ideal metal: cell average numeric/formula = "
      f"{mean_numeric*HARTREE:.5f}/{mean_formula*HARTREE:.5f} V")
print(f"Ideal metal: E = {energy_formula*HARTREE*AREA:.5f} eV, "
      f"A = {work_formula*HARTREE*AREA:.5f} eV")
print(f"Ideal metal: charge on each face = {0.8*w/L:.4f} e")
print(f"Halved grid step, Q=+0.8 e: shift of E = {shift_E:+.5f} eV, "
      f"<phi_s> = {shift_mean:+.5f} V, mu_s = {shift_mu:+.5f} eV")
print(f"Debye length at {SALT:.0f} mol/L, {TEMPERATURE:.0f} K = {debye:.3f} nm; "
      f"ion layer starts at |z| = {ion_start:.2f} nm")
print(f"Largest solvent field at Q=+0.8 e = {field_solvent*10:.3f} MV/cm")
print(f"Water dipole energy / kT in that field (rough) = {saturation:.3f}")
print(f"Electrons beyond solvent edge, neutral = {leak:.5f} per cell")
print(f"Electronic thermal free-energy size = {thermal*1000:.3f} meV per cell")
print(f"Electrode-potential span for Q=-0.8 to +0.8 e = "
      f"{u['mu'][0]-u['mu'][-1]:.4f} V")
print("OK")
```

Printed output:

```
Jellium r_s = 3.0 bohr; lateral area = 1 nm^2
Cell length = 3.20 nm; metal thickness = 1.00 nm
Solvent starts at |z| = 0.65 nm; relative permittivity = 10
Electrons in neutral cell = 59.668; filled subbands = 4
Solvent level above vacuum phi_w = 0.2000 V
Neutral Fermi energy from solvent level: periodic cell -3.2754 eV, film cell -3.2754 eV
Uniform background; energies relative to Q = 0:
 Q=-0.8 e: E=-1.9548 eV, <phi_s>=+0.6447 V, correction=-0.6092 eV
   A=-2.5640 eV, mu_s=-2.9418 eV, G=-0.2105 eV, G without correction=+0.3987 eV
 Q=-0.4 e: E=-1.0072 eV, <phi_s>=+0.7608 V, correction=-0.3282 eV
   A=-1.3353 eV, mu_s=-3.2032 eV, G=-0.0541 eV, G without correction=+0.2741 eV
 Q=+0.0 e: E=+0.0000 eV, <phi_s>=+0.8807 V, correction=+0.0000 eV
   A=+0.0000 eV, mu_s=-3.4754 eV, G=+0.0000 eV, G without correction=+0.0000 eV
 Q=+0.4 e: E=+1.0695 eV, <phi_s>=+1.0044 V, correction=+0.3769 eV
   A=+1.4464 eV, mu_s=-3.7585 eV, G=-0.0570 eV, G without correction=-0.4339 eV
 Q=+0.8 e: E=+2.2042 eV, <phi_s>=+1.1319 V, correction=+0.8040 eV
   A=+3.0082 eV, mu_s=-4.0524 eV, G=-0.2337 eV, G without correction=-1.0377 eV
Endpoint product Q<phi_s>(Q) at Q=+0.8 e = 0.9055 eV
Q=0.8 e per cell = 12.817 uC/cm^2 over both faces
Countercharge uniform: A(+0.8 e)=3.0082 eV, capacitance per face=11.541 uF/cm^2
   largest |A + integral of mu_s dQ| = 3.73e-09 eV
Countercharge plane: A(+0.8 e)=3.2855 eV, capacitance per face=5.213 uF/cm^2
   largest |A + integral of mu_s dQ| = 2.84e-08 eV
Countercharge ions: A(+0.8 e)=3.0877 eV, capacitance per face=8.720 uF/cm^2
   largest |A + integral of mu_s dQ| = 3.24e-08 eV
Ideal metal, Q=0.8 e: metal potential numeric/formula = 0.27370/0.27369 V
Ideal metal: cell average numeric/formula = 0.14826/0.14825 V
Ideal metal: E = 0.05018 eV, A = 0.10948 eV
Ideal metal: charge on each face = 0.2750 e
Halved grid step, Q=+0.8 e: shift of E = -0.00057 eV, <phi_s> = -0.00026 V, mu_s = +0.00114 eV
Debye length at 1 mol/L, 300 K = 0.109 nm; ion layer starts at |z| = 0.80 nm
Largest solvent field at Q=+0.8 e = 3.873 MV/cm
Water dipole energy / kT in that field (rough) = 0.593
Electrons beyond solvent edge, neutral = 0.17063 per cell
Electronic thermal free-energy size = 18.369 meV per cell
Electrode-potential span for Q=-0.8 to +0.8 e = 1.1106 V
OK
```
